# Logarithmic correction to the conductivity of a thin diffuse wire: test program

```python
"""
Result under test: a thin circular wire with a fully diffuse wall has
  S = k - (3/8) k^2 [ln(1/k) + C] - (2/15) k^3 + O(k^4 ln(1/k)),
  C = 2 ln 2 + 1/4 - Euler gamma.
S = wire conductivity / bulk conductivity, k = diameter / mean free path.
theta = angle between electron velocity and wire axis.
u = cross-sectional distance back to the wall / diameter.
The logarithm comes from angles k << theta << 1.
Model: spherical Fermi surface, isotropic bulk scattering, classical motion.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import jn_zeros

HALF_PI = np.pi / 2
C_LOG = 2 * np.log(2) + 0.25 - np.euler_gamma


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


PHI, PHI_W = gauss(0, HALF_PI, 80)


def angle_grid(k, low=0.0, high=HALF_PI):
    """Composite Gauss grid in ln(theta); weights are for d(theta)."""
    edges = np.linspace(np.log(max(low, 1e-10 * k)), np.log(high), 41)
    x, w = np.polynomial.legendre.leggauss(16)
    half = np.diff(edges)[:, None] / 2
    logs = (edges[:-1, None] + half * (x + 1)).ravel()
    theta = np.exp(logs)
    return theta, (half * w).ravel() * theta


def angular_parts(k, low=0.0, high=HALF_PI):
    """Conductivity and deficit (linear term minus conductivity) by angle."""
    theta, weight = angle_grid(k, low, high)
    y = k * np.sin(PHI)[None, :] / np.sin(theta)[:, None]
    u_weight = 4 / np.pi * np.cos(PHI)**2 * PHI_W
    drift = 3 * np.sin(theta) * np.cos(theta)**2 * weight
    decay = np.expm1(-y)
    return drift @ (-decay @ u_weight), drift @ ((decay + y) @ u_weight)


def wire_ratio(k, specular=0.0, grain=0.0):
    """S from whole chords, with optional specular wall and grain scattering."""
    theta, weight = angle_grid(k)
    rate = 1 + grain / np.cos(theta)
    path = (np.sin(theta) / (k * rate))[:, None]
    chord = np.cos(PHI)[None, :]
    decay = np.exp(-chord / path)
    lost = (1 - specular) * path * (1 - decay) / (1 - specular * decay)
    average = (chord - lost) @ (4 / np.pi * np.cos(PHI) * PHI_W)
    return np.sum(weight * 3 * np.sin(theta) * np.cos(theta)**2
                  * average / rate)


def series(k):
    return k - 0.375 * k**2 * (np.log(1 / k) + C_LOG) - 2 * k**3 / 15


def isotropic(rng, count):
    cosine = rng.uniform(-1, 1, count)
    angle = rng.uniform(0, 2 * np.pi, count)
    sine = np.sqrt(1 - cosine**2)
    return sine * np.cos(angle), sine * np.sin(angle), cosine


def random_walk_ratio(k, walkers=60000, total_time=60.0):
    """Axial diffusion / bulk diffusion; speed = mean free path = 1."""
    rng = np.random.default_rng(7)
    radius = k / 2
    r = radius * np.sqrt(rng.random(walkers))
    angle = rng.uniform(0, 2 * np.pi, walkers)
    x, y, z = r * np.cos(angle), r * np.sin(angle), np.zeros(walkers)
    vx, vy, vz = isotropic(rng, walkers)
    left = np.full(walkers, total_time)
    while left.max() > 0:
        speed2 = vx**2 + vy**2
        b = x * vx + y * vy
        gap = np.maximum(radius**2 - x**2 - y**2, 0)
        to_wall = (-b + np.sqrt(b**2 + speed2 * gap)) / speed2
        to_wall = np.maximum(to_wall, 0)
        to_bulk = rng.exponential(1, walkers)
        step = np.minimum(np.minimum(to_wall, to_bulk), left)
        at_wall = (to_wall <= to_bulk) & (to_wall < left)
        x, y, z = x + vx * step, y + vy * step, z + vz * step
        left = left - step
        vx, vy, vz = isotropic(rng, walkers)
        r_wall = np.hypot(x[at_wall], y[at_wall])
        nx, ny = x[at_wall] / r_wall, y[at_wall] / r_wall
        x[at_wall], y[at_wall] = radius * nx, radius * ny
        # Lambert emission about the inward normal
        share = rng.random(nx.size)
        turn = rng.uniform(0, 2 * np.pi, nx.size)
        inward, side = np.sqrt(share), np.sqrt(1 - share)
        vx[at_wall] = -inward * nx - side * np.cos(turn) * ny
        vy[at_wall] = -inward * ny + side * np.cos(turn) * nx
        vz[at_wall] = side * np.sin(turn)
    return 3 * np.mean(z**2) / (2 * total_time)


# Kinetic equation, checked by finite differences in a disc of radius one.
def deviation(x, y, theta, phi, radius_over_path):
    b = x * np.cos(phi) + y * np.sin(phi)
    back = b + np.sqrt(b**2 + 1 - x**2 - y**2)
    return np.cos(theta) * (1 - np.exp(-radius_over_path * back
                                       / np.sin(theta)))


h = 1e-5
for x0, y0, th, ph, q in [(0.3, -0.4, 0.7, 1.1, 0.4), (-0.6, 0.2, 0.3, 2.5, 0.2)]:
    gx = (deviation(x0 + h, y0, th, ph, q)
          - deviation(x0 - h, y0, th, ph, q)) / (2 * h)
    gy = (deviation(x0, y0 + h, th, ph, q)
          - deviation(x0, y0 - h, th, ph, q)) / (2 * h)
    left_side = np.sin(th) * (np.cos(ph) * gx + np.sin(ph) * gy)
    right_side = q * (np.cos(th) - deviation(x0, y0, th, ph, q))
    assert abs(left_side - right_side) < 1e-8

# Direct average over positions and azimuths, without the chord density.
beta, beta_w = gauss(0, HALF_PI, 80)
az1, az1_w = gauss(0, HALF_PI, 60)
az2, az2_w = gauss(HALF_PI, np.pi, 60)
azimuth, azimuth_w = np.r_[az1, az2], np.r_[az1_w, az2_w]
rad = np.sin(beta)[:, None]
u_geo = ((rad * np.cos(azimuth) + np.sqrt(1 - rad**2 * np.sin(azimuth)**2))
         / 2).ravel()
w_geo = (2 * np.sin(beta) * np.cos(beta) * beta_w)[:, None] * azimuth_w / np.pi
w_geo = w_geo.ravel()
mean_u, mean_u2, mean_u3 = [w_geo @ u_geo**n for n in (1, 2, 3)]
mean_log = w_geo @ (u_geo**2 * np.log(1 / u_geo))
assert abs(mean_u - 4 / (3 * np.pi)) < 1e-5
assert abs(mean_u2 - 0.25) < 1e-5
assert abs(mean_u3 - 8 / (15 * np.pi)) < 1e-5
assert abs(mean_log - (np.log(2) - 0.25) / 4) < 1e-5

k_test = 0.5
polar, polar_w = gauss(0, HALF_PI, 80)
direct = sum(w * 3 * np.sin(t) * np.cos(t)**2
             * (w_geo @ -np.expm1(-k_test * u_geo / np.sin(t)))
             for t, w in zip(polar, polar_w))
integral = angular_parts(k_test)[0]
assert abs(direct - integral) < 2e-5
assert abs(wire_ratio(k_test) - integral) < 1e-6
walk = random_walk_ratio(k_test)
# Sampling error is about 0.6 percent; finite time adds a similar bias.
assert abs(walk / integral - 1) < 0.03

# Angular integral at one fixed distance, against its small-distance series.
x_test = 0.01
numeric = quad(lambda t: -3 * np.sin(t) * np.cos(t)**2
               * np.expm1(-x_test / np.sin(t)), 0, HALF_PI,
               points=[0.001, 0.01, 0.1], epsabs=1e-12, epsrel=1e-11,
               limit=300)[0]
fixed_series = (3 * np.pi * x_test / 4 - 1.5 * x_test**2
                * (np.log(2 / x_test) + 0.5 - np.euler_gamma)
                - np.pi * x_test**3 / 4)
assert abs(numeric - fixed_series) < 2e-8

# Full expansion and the angular origin of its logarithm.
for k in (0.02, 0.05, 0.1, 0.2):
    assert abs(wire_ratio(k) - series(k)) < 0.05 * k**4 * (1 + np.log(1 / k))
    assert abs(k - angular_parts(k)[1] - angular_parts(k)[0]) < 1e-9


def log_slope(low, high):
    big, small = 1e-3, 1e-4
    return (angular_parts(small, low, high)[1] / small**2
            - angular_parts(big, low, high)[1] / big**2) / np.log(big / small)


slope_all = log_slope(0, HALF_PI)
slope_cone = log_slope(0, 0.2)
slope_rest = log_slope(0.2, HALF_PI)
assert abs(slope_all - 0.375) < 1e-3
assert abs(slope_cone - 0.375) < 1e-3
assert abs(slope_rest) < 1e-3
inner = [angular_parts(k, 0, k)[1] / k**2 for k in (1e-3, 1e-4)]
assert abs(inner[0] - inner[1]) < 1e-3
decades = [angular_parts(1e-5, a, 10 * a)[1] / 1e-10 for a in (1e-3, 1e-2)]
assert all(abs(v / (0.375 * np.log(10)) - 1) < 0.01 for v in decades)

# Specular wall: closed chord formula against a sum over wall hits.
p = 0.2
hits = sum((1 - p)**2 * n * p**(n - 1) * wire_ratio(n * 0.3)
           for n in range(1, 31))
assert abs(hits - wire_ratio(0.3, specular=p)) < 1e-6

print(f"constant C = {C_LOG:.5f}")
print(f"log exceeds C below k = {np.exp(-C_LOG):.3f}")
print(f"mean u = {mean_u:.5f}; mean u^2 = {mean_u2:.5f}")
print(f"S at k=0.5: integral {integral:.5f}, disc average {direct:.5f}")
print(f"S at k=0.5: random walk {walk:.4f}")
print(f"log slope, all angles = {slope_all:.5f}")
print(f"log slope, theta < 0.2 rad = {slope_cone:.5f}")
print(f"log slope, theta > 0.2 rad = {slope_rest:.6f}")
print(f"deficit/k^2 from theta < k = {inner[1]:.4f}")
print(f"deficit/k^2, 0.001-0.01 rad, k=1e-5: {decades[0]:.4f}")
print(f"deficit/k^2, 0.01-0.1 rad, k=1e-5: {decades[1]:.4f}")
for k in (0.01, 0.1, 0.3):
    print(f"k={k:.2f}: S integral {wire_ratio(k):.7f}, series {series(k):.7f}")

# Rough copper inputs; the free-electron relation supplies the path.
density = 8.5e28
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
e_fermi = const.m_e * v_fermi**2 / (2 * const.e)
micro = 1e8  # ohm m to microohm cm
print(f"copper electron density (rough) = {density:.2e} m^-3")
print(f"Fermi wave number = {k_fermi * 1e-9:.3f} nm^-1")
print(f"Fermi speed = {v_fermi:.3e} m/s")
saved = {}
for name, temp, rho, diameter in [("A", 293, 1.7e-8, 10e-9),
                                  ("B", 77, 0.2e-8, 30e-9)]:
    path = const.m_e * v_fermi / (density * const.e**2 * rho)
    k = diameter / path
    ratio = wire_ratio(k)
    log_only = k - 0.375 * k**2 * np.log(1 / k)
    with_c = log_only - 0.375 * k**2 * C_LOG
    saved[name] = (temp, rho, diameter, path, k, ratio)
    print(f"{name}: T = {temp} K, d = {diameter * 1e9:.0f} nm")
    print(f"{name}: bulk resistivity (rough) = {rho * micro:.2f} uohm cm")
    print(f"{name}: path = {path * 1e9:.2f} nm; k = {k:.5f}")
    print(f"{name}: S = {ratio:.5f}; series S = {series(k):.5f}")
    print(f"{name}: log term = {k - log_only:.5f}; C term = "
          f"{log_only - with_c:.5f}")
    print(f"{name}: resistivity, k only = {rho / k * micro:.3f} uohm cm")
    print(f"{name}: resistivity, k+log = {rho / log_only * micro:.3f} uohm cm")
    print(f"{name}: resistivity, k+log+C = {rho / with_c * micro:.3f} uohm cm")
    print(f"{name}: resistivity, integral = {rho / ratio * micro:.3f} uohm cm")
    print(f"{name}: smallest mode angle = "
          f"{2 * jn_zeros(0, 1)[0] / (k_fermi * diameter):.4f} rad")

temp, rho, diameter, path, k, ratio = saved["A"]
reflection = 0.3
grain = path / diameter * reflection / (1 - reflection)
rho_grain = rho / wire_ratio(k, grain=grain)
rho_specular = rho / wire_ratio(k, specular=0.2)
rho_aniso = rho / wire_ratio(k / 1.1)
cone_share = angular_parts(k, 0, 0.2)[0] / ratio
edge = k_fermi * diameter / 2
modes = 0
for order in range(int(edge) + 1):
    zeros = jn_zeros(order, 25)
    assert zeros[-1] > edge
    modes += (1 if order == 0 else 2) * np.count_nonzero(zeros < edge)
area_modes = edge**2 / 4
assert abs(modes / (area_modes - edge / 2) - 1) < 0.02
current = 1e10  # A/m^2, equal to 1 MA/cm^2
field_energy = rho / ratio * current * path  # eV gained over one path
thermal = const.k * temp / const.e
print(f"A: grains of size d, reflection {reflection}: "
      f"{rho_grain * micro:.2f} uohm cm")
print(f"A: specular share 0.2: {rho_specular * micro:.2f} uohm cm")
print(f"A: transverse speed +10%: {rho_aniso * micro:.2f} uohm cm")
print(f"A: current share, theta < 0.2 rad = {100 * cone_share:.1f} %")
print(f"A: transverse modes = {modes}; area estimate = {area_modes:.0f}")
print(f"A: thermal energy / Fermi energy = {thermal / e_fermi:.5f}")
print(f"A: field energy per path at 1 MA/cm2 = {field_energy:.2e} eV")
print(f"A: thermal energy = {thermal:.4f} eV")
print("tests ok")
```

It prints:

```
constant C = 1.05908
log exceeds C below k = 0.347
mean u = 0.42441; mean u^2 = 0.25000
S at k=0.5: integral 0.32086, disc average 0.32086
S at k=0.5: random walk 0.3180
log slope, all angles = 0.37495
log slope, theta < 0.2 rad = 0.37483
log slope, theta > 0.2 rad = 0.000118
deficit/k^2 from theta < k = 0.5900
deficit/k^2, 0.001-0.01 rad, k=1e-5: 0.8627
deficit/k^2, 0.01-0.1 rad, k=1e-5: 0.8618
k=0.01: S integral 0.0097875, series 0.0097875
k=0.10: S integral 0.0872646, series 0.0872604
k=0.30: S integral 0.2202866, series 0.2200220
copper electron density (rough) = 8.50e+28 m^-3
Fermi wave number = 13.602 nm^-1
Fermi speed = 1.575e+06 m/s
A: T = 293 K, d = 10 nm
A: bulk resistivity (rough) = 1.70 uohm cm
A: path = 38.67 nm; k = 0.25858
A: S = 0.19596; series S = 0.19581
A: log term = 0.03391; C term = 0.02656
A: resistivity, k only = 6.574 uohm cm
A: resistivity, k+log = 7.567 uohm cm
A: resistivity, k+log+C = 8.581 uohm cm
A: resistivity, integral = 8.675 uohm cm
A: smallest mode angle = 0.0354 rad
B: T = 77 K, d = 30 nm
B: bulk resistivity (rough) = 0.20 uohm cm
B: path = 328.72 nm; k = 0.09126
B: S = 0.08038; series S = 0.08038
B: log term = 0.00748; C term = 0.00331
B: resistivity, k only = 2.191 uohm cm
B: resistivity, k+log = 2.387 uohm cm
B: resistivity, k+log+C = 2.485 uohm cm
B: resistivity, integral = 2.488 uohm cm
B: smallest mode angle = 0.0118 rad
A: grains of size d, reflection 0.3: 11.99 uohm cm
A: specular share 0.2: 6.63 uohm cm
A: transverse speed +10%: 9.37 uohm cm
A: current share, theta < 0.2 rad = 15.8 %
A: transverse modes = 1125; area estimate = 1156
A: thermal energy / Fermi energy = 0.00358
A: field energy per path at 1 MA/cm2 = 3.35e-05 eV
A: thermal energy = 0.0252 eV
tests ok
```
